# Large-Order Growth of Quartic-Oscillator Perturbation Coefficients from the Bounce: a numerical check

```python
"""Large-order growth of the quartic-oscillator ground-state energy.
H(g) = p^2/2 + x^2/2 + g x^4 (hbar = m = omega = 1), E(g) ~ 1/2 + sum a_n g^n.
Result under test: a_n ~ (-1)^(n+1) sqrt(6/pi^3) 3^n Gamma(n+1/2), obtained from
Im E(-lam + i0) ~ sqrt(2/(pi lam)) exp(-1/(3 lam)) by a dispersion relation.
lam = -g > 0 is the strength of the negative quartic coupling.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal

mp.mp.dps = 60

# --- Perturbation coefficients from a polynomial recursion for the wave function
ORDER = 100
poly = [[mp.mpf(1)]]
a = [mp.mpf(1) / 2]
for n in range(1, ORDER + 1):
    row = [mp.mpf(0)] * (2 * n + 2)
    for k in range(2 * n, 0, -1):
        s = (k + 1) * (2 * k + 1) * row[k + 1]
        if k >= 2:
            s -= poly[n - 1][k - 2]
        for m in range(1, n):
            if k > 2 * (n - m):
                break
            s += a[m] * poly[n - m][k]
        row[k] = s / (2 * k)
    poly.append(row)
    a.append(-row[1])

# --- Even-parity oscillator matrices; padding makes the retained block exact
NB = 60
size = 2 * NB + 8
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
x = (lower + lower.T) / np.sqrt(2)
x2_full = x @ x
x4_full = x2_full @ x2_full
even = slice(0, 2 * NB, 2)
X2 = x2_full[even, even]
X4 = x4_full[even, even]
levels = np.arange(0, 2 * NB, 2)
P2 = np.diag(2.0 * levels + 1.0) - X2

# Independent Rayleigh-Schroedinger sums for the low orders
states = [np.eye(NB)[0]]
rs = [0.5]
for n in range(1, 9):
    rs.append(float(X4[0] @ states[n - 1]))
    source = -X4 @ states[n - 1]
    for m in range(1, n):
        source = source + rs[m] * states[n - m]
    new = np.zeros(NB)
    new[1:] = source[1:] / levels[1:]
    states.append(new)
for n in range(1, 9):
    assert abs(rs[n] / float(a[n]) - 1) < 1e-10

print("Units: hbar = m = omega = 1, energies in hbar*omega")
for n in range(1, 6):
    print(f"a_{n} = {float(a[n]):.6f}")


def growth(n):
    return ((-1) ** (n + 1) * mp.sqrt(6 / mp.pi ** 3)
            * mp.mpf(3) ** n * mp.gamma(n + mp.mpf(1) / 2))


def richardson(sequence, start, depth):
    """Limit of a sequence with an expansion in inverse powers of n."""
    return mp.fsum((-1) ** (k + depth) * mp.mpf(start + k) ** depth
                   * sequence(start + k)
                   / (mp.factorial(k) * mp.factorial(depth - k))
                   for k in range(depth + 1))


def ratio(n):
    return a[n] / growth(n)


print(f"growth constant sqrt(6/pi^3) = {float(mp.sqrt(6 / mp.pi**3)):.6f}")
for n in (5, 10, 25, 50, 100):
    print(f"n = {n}: a_n = {mp.nstr(a[n], 7)}, a_n/growth law = {float(ratio(n)):.6f}")
limit = richardson(ratio, 92, 8)
coef_n = richardson(lambda n: n * (1 - ratio(n)), 92, 8)
assert abs(limit - 1) < 1e-7
print(f"extrapolated ratio at infinite order = {float(limit):.9f}")
print(f"coefficient c1 in ratio = 1 - c1/n: {float(coef_n):.5f}")


# --- Ground level at complex coupling by rotating the coordinate
def ground(modulus, arg, phi=None):
    phi = -arg / 8 if phi is None else phi
    ham = (np.exp(-2j * phi) * P2 / 2 + np.exp(2j * phi) * X2 / 2
           + modulus * np.exp(1j * (arg + 4 * phi)) * X4)
    values, vectors = np.linalg.eig(ham)
    v = vectors[:, np.argmin(abs(values - 0.5))]
    return (v @ ham @ v) / (v @ v)   # stationary value, complex symmetric matrix


def ground_precise(lam, divisor, nb=200):
    """60-digit ground level just above the cut, rotation angle -pi/divisor.

    Eliminating all excited even states from the five-diagonal matrix H - E
    leaves one number, which vanishes at the eigenvalue; secant search.
    """
    phi = -mp.pi / divisor
    kin = mp.expj(-2 * phi) / 2
    har = mp.expj(2 * phi) / 2
    qua = -mp.mpf(lam) * mp.expj(4 * phi)
    d, e, f = [], [], []
    for i in range(nb):
        k = 2 * i
        root = mp.sqrt((k + 1) * (k + 2))
        d.append((kin + har) * (k + mp.mpf(1) / 2)
                 + qua * mp.mpf(6 * k * k + 6 * k + 3) / 4)
        e.append((har - kin) * root / 2 + qua * (2 * k + 3) * root / 2)
        f.append(qua * root * mp.sqrt((k + 3) * (k + 4)) / 4)
    e[nb - 1] = f[nb - 1] = f[nb - 2] = mp.mpc(0)

    def remainder(energy):
        piv1, piv2, u_next = mp.mpc(1), mp.mpc(1), mp.mpc(0)
        for i in range(nb - 1, -1, -1):
            u1 = (e[i] - f[i] * u_next) / piv1
            piv = d[i] - energy - u1 * u1 * piv1 - f[i] * f[i] / piv2
            piv1, piv2, u_next = piv, piv1, u1
        return piv1

    old = mp.mpc(complex(ground(lam, np.pi)))
    new_e = old + mp.mpf(10) ** (-10)
    f_old, f_new = remainder(old), remainder(new_e)
    for _ in range(12):
        step = -f_new * (new_e - old) / (f_new - f_old)
        old, f_old = new_e, f_new
        new_e = new_e + step
        if abs(step) < mp.mpf(10) ** (-50):
            return new_e
        f_new = remainder(new_e)
    raise AssertionError("secant search did not converge")


def width_law(lam):
    return np.sqrt(2 / (np.pi * lam)) * np.exp(-1 / (3 * lam))


# --- Bounce at one coupling, integrated from its turning point
lam0 = 0.02
turn = 1 / np.sqrt(2 * lam0)
sol = solve_ivp(lambda t, y: [y[1], y[0] - 4 * lam0 * y[0] ** 3, 2 * y[1] ** 2],
                (0, 8), [turn, 0, 0], method="DOP853", rtol=1e-12, atol=1e-13,
                t_eval=[1, 2, 3, 8])
assert np.allclose(sol.y[0][:3], turn / np.cosh(sol.t[:3]), atol=1e-7)
action = sol.y[2][-1]
assert abs(action - 1 / (3 * lam0)) < 1e-4   # neglected tail is about 1e-5
print(f"lambda = {lam0}: turning point x = {turn:.4f}")
print(f"bounce action, integrated = {action:.4f}, 1/(3 lambda) = {1/(3*lam0):.4f}")

# --- Fluctuation determinant from the eigenvalues of finite-difference operators
h = 0.01
tau = np.arange(-12 + h, 12 - h / 2, h)
off = -np.ones(len(tau) - 1) / h ** 2
diag_free = np.full(len(tau), 2 / h ** 2 + 1)
ev_free = eigh_tridiagonal(diag_free, off, eigvals_only=True)
ev = eigh_tridiagonal(diag_free - 6 / np.cosh(tau) ** 2, off, eigvals_only=True)
assert abs(ev[0] + 3) < 1e-3 and abs(ev[1]) < 1e-3 and ev[2] > 0.99
kept = np.delete(ev, 1)
det_ratio = np.prod(np.sign(kept)) * np.exp(
    np.sum(np.log(abs(kept))) - np.sum(np.log(ev_free)))
assert abs(det_ratio * 12 + 1) < 2e-3        # grid error is of order h^2
print(f"lowest fluctuation eigenvalues = {ev[0]:.4f}, {ev[1]:.4f}, {ev[2]:.4f}")
print(f"det'/det0 on the grid = {det_ratio:.5f}, -1/12 = {-1/12:.5f}")
prefactor = np.sqrt(action / (2 * np.pi) / abs(det_ratio))
assert abs(prefactor / np.sqrt(2 / (np.pi * lam0)) - 1) < 2e-3
print(f"bounce prefactor from these numbers = {prefactor:.4f}")

# --- Half-Gaussian rule in the ordinary integral of exp(-x^2/2 - g x^4)
for lam, tol in ((0.005, 0.02), (0.0025, 0.01)):   # corrections are of order lam
    turn_phase = np.exp(-1j * np.pi / 6)

    def integrand(y):
        z = turn_phase * y
        return (turn_phase * np.exp(-z ** 2 / 2 + lam * z ** 4)).imag

    y = np.linspace(-16, 16, 6401)
    imag = np.sum(integrand(y)) * (y[1] - y[0])
    half_rule = -np.sqrt(np.pi) * np.exp(-1 / (16 * lam))
    assert abs(imag / half_rule - 1) < tol
    print(f"ordinary integral, lambda = {lam}: Im/half-Gaussian = {imag/half_rule:.4f}")

# --- Width from diagonalization against the bounce formula
for lam in (0.02, 0.025, 0.03, 0.035, 0.04):
    e1 = ground(lam, np.pi)
    e2 = ground(lam, np.pi, -np.pi / 6)
    assert e1.imag > 0 and abs(e1.imag / e2.imag - 1) < 1e-5
    print(f"lambda = {lam}: Re E = {e1.real:.6f}, Im E = {e1.imag:.5e}, "
          f"bounce = {width_law(lam):.5e}, ratio = {e1.imag/width_law(lam):.4f}")
print(f"decay rate 2|Im E| at lambda = {lam0}: {2*ground(lam0, np.pi).imag:.4e} omega")

# --- Weak-coupling limit of the width, where double precision is not enough
check = ground_precise(0.03, 8)
assert abs(float(check.imag) / ground(0.03, np.pi).imag - 1) < 1e-6
small = [0.004, 0.005, 0.006, 0.007, 0.008]
width_ratio = []
for lam in small:
    im1 = ground_precise(lam, 8).imag
    im2 = ground_precise(lam, 6).imag
    assert im1 > 0 and abs(im1 / im2 - 1) < 1e-6
    width_ratio.append(float(im1) / width_law(lam))
    print(f"lambda = {lam}: Im E = {float(im1):.5e}, "
          f"Im E/bounce = {width_ratio[-1]:.6f}")
slopes = [(1 - r) / lam for r, lam in zip(width_ratio, small)]
# Weights of the interpolating polynomial evaluated at zero coupling
weights = [np.prod([q / (q - p) for q in small if q != p]) for p in small]
width_limit = float(np.dot(weights, width_ratio))
coef_lam = float(np.dot(weights, slopes))
assert abs(width_limit - 1) < 1e-3
assert abs(coef_lam / (3 * float(coef_n)) - 1) < 0.005
print(f"width ratio extrapolated to lambda = 0: {width_limit:.5f}")
print(f"coefficient c in width ratio = 1 - c lambda: {coef_lam:.3f}")
print(f"c/c1 = {coef_lam/float(coef_n):.3f} (predicted 3)")

# --- Finite-radius dispersion relation, no asymptotic formula used
R = 0.1
node, wt = np.polynomial.legendre.leggauss(40)
theta = (node + 1) * np.pi / 2
circle_E = np.array([ground(R, t) for t in theta])
low = 0.012   # the cut below this adds less than 1e-4 of a_n for n <= 8
cut_lam = low + (node + 1) * (R - low) / 2
cut_im = np.array([ground(q, np.pi).imag for q in cut_lam])
print(f"dispersion relation with circle radius R = {R}")
for n in (2, 5, 8):
    circle = np.sum(wt * (circle_E * np.exp(-1j * n * theta)).real) / 2 / R ** n
    cut = ((-1) ** (n + 1) / np.pi * (R - low) / 2
           * np.sum(wt * cut_im / cut_lam ** (n + 1)))
    assert abs((circle + cut) / float(a[n]) - 1) < 1e-4
    print(f"n = {n}: circle = {circle:.6g}, cut = {cut:.6g}, "
          f"sum = {circle+cut:.7g}, a_n = {float(a[n]):.7g}")

# --- Moment integral and the coupling that dominates it
for n in (2, 5, 8):
    moment = quad(lambda q: width_law(q) / q ** (n + 1) / np.pi, 0.001, 0.1,
                  epsabs=0, epsrel=1e-10, limit=200)[0]
    moment += quad(lambda q: width_law(q) / q ** (n + 1) / np.pi, 0.1, np.inf,
                   epsabs=0, epsrel=1e-10, limit=200)[0]
    assert abs(moment / abs(float(growth(n))) - 1) < 1e-7
grid = np.linspace(0.001, 0.05, 490001)
for n in (10, 50):
    peak = grid[np.argmax(-(n + 1.5) * np.log(grid) - 1 / (3 * grid))]
    assert abs(peak - 1 / (3 * (n + 1.5))) < 2e-7
    print(f"n = {n}: moment integrand peaks at lambda = {peak:.5f}")

print("tests ok")
```

Output:

```
Units: hbar = m = omega = 1, energies in hbar*omega
a_1 = 0.750000
a_2 = -2.625000
a_3 = 20.812500
a_4 = -241.289062
a_5 = 3580.980469
growth constant sqrt(6/pi^3) = 0.439897
n = 5: a_n = 3580.98, a_n/growth law = 0.640012
n = 10: a_n = -2.447894e+10, a_n/growth law = 0.831558
n = 25: a_n = 1.085523e+36, a_n/growth law = 0.943523
n = 50: a_n = -1.318042e+87, a_n/growth law = 0.972773
n = 100: a_n = -2.084875e+204, a_n/growth law = 0.986604
extrapolated ratio at infinite order = 1.000000000
coefficient c1 in ratio = 1 - c1/n: 1.31944
lambda = 0.02: turning point x = 5.0000
bounce action, integrated = 16.6667, 1/(3 lambda) = 16.6667
lowest fluctuation eigenvalues = -3.0000, -0.0000, 1.0223
det'/det0 on the grid = -0.08334, -1/12 = -0.08333
bounce prefactor from these numbers = 5.6418
ordinary integral, lambda = 0.005: Im/half-Gaussian = 0.9861
ordinary integral, lambda = 0.0025: Im/half-Gaussian = 0.9928
lambda = 0.02: Re E = 0.483726, Im E = 2.98265e-07, bounce = 3.25975e-07, ratio = 0.9150
lambda = 0.025: Re E = 0.479117, Im E = 7.28239e-06, bounce = 8.17291e-06, ratio = 0.8910
lambda = 0.03: Re E = 0.474165, Im E = 5.95576e-05, bounce = 6.88470e-05, ratio = 0.8651
lambda = 0.035: Re E = 0.468790, Im E = 2.60744e-04, bounce = 3.11722e-04, ratio = 0.8365
lambda = 0.04: Re E = 0.462971, Im E = 7.72011e-04, bounce = 9.58935e-04, ratio = 0.8051
decay rate 2|Im E| at lambda = 0.02: 5.9653e-07 omega
lambda = 0.004: Im E = 7.99259e-36, Im E/bounce = 0.983975
lambda = 0.005: Im E = 1.23218e-28, Im E/bounce = 0.979906
lambda = 0.006: Im E = 7.49477e-24, Im E/bounce = 0.975810
lambda = 0.007: Im E = 1.93298e-20, Im E/bounce = 0.971687
lambda = 0.008: Im E = 6.92561e-18, Im E/bounce = 0.967535
width ratio extrapolated to lambda = 0: 1.00000
coefficient c in width ratio = 1 - c lambda: 3.958
c/c1 = 3.000 (predicted 3)
dispersion relation with circle radius R = 0.1
n = 2: circle = -1.848, cut = -0.777003, sum = -2.625, a_n = -2.625
n = 5: circle = 440.979, cut = 3140, sum = 3580.98, a_n = 3580.98
n = 8: circle = -235800, cut = -3.12122e+07, sum = -3.1448e+07, a_n = -3.144821e+07
n = 10: moment integrand peaks at lambda = 0.02899
n = 50: moment integrand peaks at lambda = 0.00647
tests ok
```
